# Steady Electromigration Stress in a Blocked Interconnect Tree

When a direct current runs through a metal line on a chip, the electrons push metal atoms along with them. Barrier layers at the vias pass the current but stop the atoms. In a line with one via at each end, metal is therefore depleted where the electrons enter and piles up where they leave. Since the line is confined by its surroundings, depletion adds tension and accumulation adds compression. The stress gradient drives atoms back. In a branched line with several vias, what stress remains when this exchange has come to rest, and where is the tension greatest?

## Setting and conventions

An interconnect tree is a connected set of straight segments without closed loops. Segment \(s\) has length \(L_s\), cross-section \(A_s\) and a coordinate \(x\) running from its end node \(a_s\) to its end node \(b_s\). The assumptions are:

1. The hydrostatic stress \(\sigma\), positive in tension, is uniform over each cross-section and continuous at the nodes.
2. Atoms cannot enter or leave the tree. Electric current may do so at the nodes.
3. Temperature \(T\) and atomic volume \(\Omega\) are uniform. Thermomigration and plastic flow are neglected.
4. The effective charge of an atom is \(-Ze\), with \(e>0\) and \(Z>0\). It includes the electron wind. \(Z\) is the same everywhere unless stated otherwise.
5. The electrical potential \(V\) is steady and continuous. Each segment has uniform resistivity and cross-section, so \(V\) is linear along it.
6. The atomic diffusivity \(D\) is bounded below by a positive number. It may depend on position and stress.
7. There are no voids, and \(|\sigma|\ll B\), where \(B\) is the modulus linking stress to atom content:
\[
\frac{dC}{C}=-\frac{d\sigma}{B}. \tag{1}
\]

Here \(C\) is the number of atoms per unit volume of the confined line. Removing atoms lowers \(C\) and raises the tension. The modulus \(B\) describes the metal together with its confinement and may differ between segments.

The stress \(\sigma_0(x)\) is the one present at the operating temperature before atoms have moved. It may come from thermal mismatch and need not be uniform. Jumps of \(\sigma_0\) at nodes are allowed; diffusion removes them at once.

Define
\[
\beta=\frac{eZ}{\Omega},\qquad w_s=\frac{A_sL_s}{B_s},\qquad
\langle f\rangle=\frac{\sum_s (A_s/B_s)\int_0^{L_s} f\,dx}{\sum_s w_s}. \tag{2}
\]
For uniform \(B\) the modulus cancels, and \(\langle f\rangle\) is the average over metal volume.

**Theorem.** Under these assumptions the stress tends to the unique steady state
\[
\boxed{\;\sigma=K-\beta V,\qquad K=\langle\sigma_0\rangle+\beta\langle V\rangle\;} \tag{3}
\]
with
\[
\langle V\rangle=\frac{\sum_s w_s\,(V_{a_s}+V_{b_s})/2}{\sum_s w_s}. \tag{4}
\]

Adding a constant \(c\) to \(V\) adds \(\beta c\) to \(K\) and leaves \(\sigma\) unchanged, as it must.

## Flux and conservation

**Lemma 1 (flux).** The atomic flux in the direction of \(x\) is
\[
J=\frac{D}{kT}\left(\frac{\partial\sigma}{\partial x}+\beta\frac{\partial V}{\partial x}\right). \tag{5}
\]

*Proof.* Adding an atom to metal under tension releases the work \(\Omega\sigma\), so the atomic chemical potential is \(\mu=\mu_0-\Omega\sigma\). The corresponding force is \(-\partial\mu/\partial x=\Omega\,\partial\sigma/\partial x\), directed towards greater tension. The electric field is \(-\partial V/\partial x\), so the force on the effective charge is \((-Ze)(-\partial V/\partial x)=Ze\,\partial V/\partial x\). It points towards higher potential, which is the direction of electron flow.

The drift velocity is force times the mobility \(D/kT\). To leading order in \(\sigma/B\) the concentration is \(1/\Omega\). Hence
\[
J=\frac{1}{\Omega}\frac{D}{kT}\left(\Omega\frac{\partial\sigma}{\partial x}+Ze\frac{\partial V}{\partial x}\right),
\]
and dividing the bracket by \(\Omega\) gives (5). ∎

Let \(F=A_sJ\) be the atomic current. Atom conservation in a segment reads \(A_s\,\partial C/\partial t=-\partial F/\partial x\). By (1), \(\partial C/\partial t=-(1/\Omega B_s)\,\partial\sigma/\partial t\) to leading order, so
\[
\frac{A_s}{B_s}\frac{\partial\sigma}{\partial t}=\Omega\frac{\partial F}{\partial x}. \tag{6}
\]
A node has no volume of its own, so the atomic currents arriving at it add up to zero. Segment \(s\) delivers \(F_s(L_s)\) to node \(b_s\) and \(-F_s(0)\) to node \(a_s\). At a terminal with one segment this condition says that \(F=0\).

**Lemma 2 (conserved volume).** The quantity \(M=\sum_s(A_s/B_s)\int_0^{L_s}\sigma\,dx\) does not change in time.

*Proof.* Integrating (6) over each segment and summing gives
\[
\frac{dM}{dt}=\Omega\sum_s\big[F_s(L_s)-F_s(0)\big].
\]
Collected node by node, the right side is \(\Omega\) times the sum of all currents arriving at each node. Each of these sums is zero. ∎

By (1), a change of \(M\) equals \(\Omega\) times the number of atoms removed. The lemma therefore states that metal volume is conserved.

**Lemma 3 (zero flux).** In a steady state on a tree, \(J=0\) everywhere. This holds even if \(Z\) differs between segments.

*Proof.* With \(\partial\sigma/\partial t=0\), equation (6) makes \(F\) constant along each segment. Cut one segment \(s\). Because there are no loops, the tree falls into two parts. Add the node conditions over all nodes on the side of \(b_s\). Every uncut segment on that side appears twice with opposite signs and cancels. What remains is \(F_s=0\), and since \(A_s>0\), \(J=0\). ∎

## Proof of the theorem

*Form of the steady state.* By Lemma 3 and (5), with \(D>0\),
\[
\frac{\partial}{\partial x}(\sigma+\beta V)=0
\]
in every segment. Both \(\sigma\) and \(V\) are continuous at the nodes, and \(\beta\) is uniform. The sum \(\sigma+\beta V\) thus has one value \(K\) on the whole connected tree.

*The constant.* Lemma 2 gives \(\langle\sigma\rangle=\langle\sigma_0\rangle\). Averaging \(\sigma=K-\beta V\) yields \(\langle\sigma_0\rangle=K-\beta\langle V\rangle\), which is the second part of (3). Since \(V\) is linear in a segment,
\[
\int_0^{L_s}V\,dx=L_s\frac{V_{a_s}+V_{b_s}}{2},
\]
and insertion in (2) gives (4). This fixes the steady state uniquely.

*Approach.* Let \(\sigma_\infty\) be the stress (3) and \(u=\sigma-\sigma_\infty\). Since \(\partial\sigma_\infty/\partial x+\beta\,\partial V/\partial x=0\), the flux is \(J=(D/kT)\,\partial u/\partial x\), with \(D\) taken at the actual stress. Define
\[
\mathcal E=\frac12\sum_s\frac{A_s}{B_s}\int_0^{L_s}u^2dx .
\]
Using (6) and integrating by parts,
\[
\frac{d\mathcal E}{dt}=\Omega\sum_s\int_0^{L_s} u\frac{\partial F}{\partial x}dx
=\Omega\sum_s\big[uF\big]_0^{L_s}-\Omega\sum_s\int_0^{L_s}F\frac{\partial u}{\partial x}dx .
\]
At a node \(u\) has one value, which multiplies a vanishing sum of currents, so the boundary terms cancel. Therefore
\[
\frac{d\mathcal E}{dt}=-\Omega\sum_s\int_0^{L_s}\frac{A_sD}{kT}\left(\frac{\partial u}{\partial x}\right)^2dx\le 0. \tag{7}
\]

To see that \(\mathcal E\) goes to zero, note that \(\langle u\rangle=0\) by Lemma 2. A continuous function with zero average on a connected tree vanishes at some point. Join that point to any point \(y\) by a path, whose length is at most the total length \(\ell=\sum_sL_s\). The Cauchy–Schwarz inequality gives
\[
u(y)^2=\left(\int_{\rm path}\frac{\partial u}{\partial x}dx\right)^2\le \ell\,G,\qquad G=\sum_s\int_0^{L_s}\left(\frac{\partial u}{\partial x}\right)^2dx .
\]
Multiplying by \(A_s/B_s\) and integrating over \(y\) gives \(2\mathcal E\le \ell\,G\sum_sw_s\). If \(g>0\) is a lower bound of \(A_sD/kT\), (7) gives \(d\mathcal E/dt\le-\Omega gG\), and so
\[
\frac{d\mathcal E}{dt}\le-\frac{2\Omega g}{\ell\sum_sw_s}\,\mathcal E .
\]
The deviation decays at least exponentially. ∎

The diffusivity sets how long this takes but does not enter (3). Without current, \(V\) is constant and (3) reduces to \(\sigma=\langle\sigma_0\rangle\). This is pure stress migration: initial differences level out to their weighted mean.

## Where the hypotheses matter

**Remark 1 (unequal effective charges).** If \(Z\), and with it \(\beta_s\), differs between segments, Lemma 3 still holds, and each segment obeys
\[
\sigma_{b_s}-\sigma_{a_s}=-\beta_s\,(V_{b_s}-V_{a_s}).
\]
The slope then changes from segment to segment, and in general no single line \(\sigma=K-\beta V\) describes the tree.

**Remark 2 (loops).** Let two segments join the same nodes 0 and 1, with \(\Delta V=V_1-V_0\), \(\Delta\sigma=\sigma_1-\sigma_0\) and constant diffusivities \(D_s\). In a steady state \(F_s\) is constant along its segment, so integrating (5) gives
\[
F_sR_s=\Delta\sigma+\beta_s\Delta V,\qquad R_s=\frac{L_s\,kT}{A_sD_s}.
\]
Node balance requires \(F_2=-F_1\). Subtracting the two equations eliminates \(\Delta\sigma\):
\[
F_1=\frac{(\beta_1-\beta_2)\,\Delta V}{R_1+R_2}.
\]
Unequal charges thus drive a steady circulation of metal. In a test loop with a charge ratio of 1.5 the metal volume carried per unit time, \(\Omega F_1\), was 41 nm³/s; with equal charges the computed flux was zero to rounding.

For uniform \(\beta\), formula (3) survives in any mesh. The function \(\phi=\sigma+\beta V\) is then single-valued, and the integration by parts that led to (7), applied to \(\phi\) in a steady state, gives \(\sum_s\int(A_sD/kT)(\partial\phi/\partial x)^2dx=0\). Hence \(\phi\) is constant.

## Peak tension

**Corollary 1.** The greatest steady tension lies at the lowest potential:
\[
\sigma_{\max}=\langle\sigma_0\rangle+\beta\big(\langle V\rangle-V_{\min}\big). \tag{8}
\]
This follows from (3) with \(\beta>0\). As \(V\) is linear in each segment, \(V_{\min}\) occurs at a node.

For a single line with current density \(j\), the potential difference is \(\rho|j|L\), where \(\rho\) is the resistivity, and the mean lies halfway. The peak then exceeds \(\langle\sigma_0\rangle\) by \(\beta\rho|j|L/2\). For \(L=50\) µm, \(j=4\times10^{9}\) A/m² and the material parameters used below, this is 40 MPa.

**Corollary 2 (currentless stub).** Let \(B\) be uniform and let a tree of volume \(W\) have mean potential \(\langle V\rangle\). Attach a stub of volume \(v\) that carries no current at a node of potential \(V_r\). The whole stub is at \(V_r\), so the new mean \(\langle V\rangle'\) satisfies
\[
\langle V\rangle'-V_{\min}=\frac{W(\langle V\rangle-V_{\min})+v\,(V_r-V_{\min})}{W+v}. \tag{9}
\]
At the node of lowest potential the second term vanishes, and the electromigration part of the peak is multiplied by \(W/(W+v)\). The stub acts as a reservoir. If instead \(V_r>\langle V\rangle\), the mean rises and so does the electromigration part of the peak, because the added volume at high potential takes up metal drawn from the rest of the tree.

**Corollary 3 (after voiding).** Suppose a void forms at node \(n\) and grows until transport stops. Neglect surface tension, so that \(\sigma_n=0\), and let the void be small enough to leave the potentials and the connection of the tree unchanged. Zero flux still holds, so \(\sigma=\beta(V_n-V)\): the void now fixes the constant. Volume conservation gives the void volume instead. The metal missing from the void plus that missing from the strained line equals the initial amount, \(v_{\rm void}+\langle\sigma\rangle\sum_sw_s=\langle\sigma_0\rangle\sum_sw_s\). Hence
\[
v_{\rm void}=\big[\langle\sigma_0\rangle+\beta(\langle V\rangle-V_n)\big]\sum_sw_s. \tag{10}
\]
The bracket is the steady stress that node \(n\) would have had without the void. Equation (10) applies only where this stress is tensile; where it is compressive the formula gives a negative volume, which means that no void persists at that node.

## A five-segment tree

The parameters are round model values, not those of a named metal: \(\Omega=1.2\times10^{-29}\) m³, \(Z=1\), \(\rho=3\times10^{-8}\) Ω m, \(B=30\) GPa, \(T=600\) K and metal height 0.2 µm. They give \(\beta=13.35\) MPa/mV.

Vias at nodes 2, 3 and 4 feed in 0.10, 0.05 and 0.10 mA. All 0.25 mA leave at node 0, where the electrons enter. Segment 0–5 is a currentless stub. Setting \(V_0=0\), Ohm's law for segment 0–1, which is 30 µm long and 0.3 µm wide, gives
\[
V_1=\frac{(3\times10^{-8})(0.25\times10^{-3})(30\times10^{-6})}{(0.3\times10^{-6})(0.2\times10^{-6})}\ \text{V}=3.75\ \text{mV}.
\]
The other segments follow in the same way: \(V_2=6.75\), \(V_3=6.00\), \(V_4=9.00\) and \(V_5=0\) mV.

The volumes of segments 0–1, 1–2, 1–3, 3–4 and 0–5 are 1.80, 0.40, 0.80, 1.60 and 1.20 µm³, in total 5.80 µm³. Their mean potentials are 1.875, 5.25, 4.875, 7.5 and 0 mV, so
\[
\langle V\rangle=\frac{1.80(1.875)+0.40(5.25)+0.80(4.875)+1.60(7.5)}{5.80}=3.685\ \text{mV}.
\]
The initial stresses, in the same order, are 40, 60, 20, 40 and 30 MPa, with volume mean 36.6 MPa. Therefore
\[
K=36.6+13.35\times3.685=85.8\ \text{MPa}.
\]

Since \(V_0=0\), this is also the stress at node 0 and throughout the stub. Nodes 1, 2, 3 and 4 have 35.7, −4.4, 5.6 and −34.4 MPa. Segment 1–2 began with the greatest tension, yet its far end finishes in slight compression: the final stress depends on where a point lies in potential, and the initial stress enters through its mean alone.

These values were tested by following atom conservation in time on a grid, with a stress-dependent diffusivity and the wind force taken from the branch currents. The largest difference at a node was below 0.01 Pa, which measures numerical agreement within the model and not the accuracy of the model. With the diffusivities held fixed at their stress-free values of 1 to \(3\times10^{-15}\) m²/s, the slowest deviation decays by a factor \(e\) in 6.8 h.

**The stub.** Starting from zero stress, the peak is 62.0 MPa without the stub and 49.2 MPa with it. The ratio is \(4.60/5.80=0.793\), as Corollary 2 requires.

**A stress limit.** Take 200 MPa as a chosen limit for void formation. Scaling all currents by \(f\) scales every potential difference by \(f\), so (8) gives
\[
f=\frac{200-36.6}{85.8-36.6}=3.32 .
\]
This assumes that the temperature stays fixed in spite of the greater Joule heating. It concerns the steady state; the theorem does not bound the stress on the way there. It also limits tension only. At this current node 4 is at \(200-3.32\times13.35\times9.00\approx-199\) MPa, and failure in compression, by extrusion or plastic flow, lies outside the model and may set a lower limit in a real line.

If a void forms at node 0 at this limit, (10) gives a final volume of \(5.80\times0.200/30=0.039\) µm³. That equals about 0.64 µm of the full cross-section of segment 0–1, twice its width. Such a void could well disturb the current, so the small-void assumption of Corollary 3 is doubtful here and the volume is an estimate. The void also lowers the stress everywhere by 200 MPa, taking node 4 to about −399 MPa, where the neglect of plastic flow is doubtful as well.

## Error of the linear compression law

Integrating (1) for constant \(B\) gives \(C\propto\exp(-\sigma/B)\). If \(B\) and the prefactor are the same throughout the tree, atom conservation reads
\[
\langle e^{-\sigma/B}\rangle=\langle e^{-\sigma_0/B}\rangle .
\]
The steady form \(\sigma=K-\beta V\) is kept, because a changed concentration multiplies the flux without moving its zero. Expanding both sides to second order and multiplying by \(-B\),
\[
\langle\sigma\rangle-\frac{\langle\sigma^2\rangle}{2B}=\langle\sigma_0\rangle-\frac{\langle\sigma_0^2\rangle}{2B}.
\]
Write each mean square as variance plus squared mean. The two means differ by a quantity of order \(\sigma^2/B\), so the difference of their squares, divided by \(2B\), is of third order and drops out. The constant therefore shifts by
\[
\delta K\simeq\frac{\operatorname{var}\sigma-\operatorname{var}\sigma_0}{2B}. \tag{11}
\]

In the example (11) gives 24.87 kPa, and solving the exponential condition numerically gives 24.88 kPa. This is about 0.03 % of \(K\). It is the error of the compression law alone. The elastic change of \(\Omega\), for instance, is left out.

The inputs and computed values of the five-segment tree are listed in the numerical output below; the inputs of the other tests are in the program.

## Calculated quantities

```
atomic volume = 1.20e-29 m^3; Z = 1.0; T = 600 K
resistivity = 3.0e-08 ohm m; modulus B = 30 GPa
metal height = 0.2 um
beta = 13.351 MPa/mV
segment 0-1: L = 30 um, width = 0.3 um, start stress = 40 MPa
  current 0->1 = -0.25 mA, volume = 1.80 um^3, D = 1e-15 m^2/s
segment 1-2: L = 20 um, width = 0.1 um, start stress = 60 MPa
  current 1->2 = -0.10 mA, volume = 0.40 um^3, D = 2e-15 m^2/s
segment 1-3: L = 20 um, width = 0.2 um, start stress = 20 MPa
  current 1->3 = -0.15 mA, volume = 0.80 um^3, D = 1e-15 m^2/s
segment 3-4: L = 40 um, width = 0.2 um, start stress = 40 MPa
  current 3->4 = -0.10 mA, volume = 1.60 um^3, D = 3e-15 m^2/s
segment 0-5: L = 20 um, width = 0.3 um, start stress = 30 MPa
  current 0->5 = 0.00 mA, volume = 1.20 um^3, D = 1e-15 m^2/s
node 0: injected = -0.25 mA, V = 0.000 mV
  stress: formula 85.757 MPa, marched 85.757 MPa
node 1: injected = 0.00 mA, V = 3.750 mV
  stress: formula 35.688 MPa, marched 35.688 MPa
node 2: injected = 0.10 mA, V = 6.750 mV
  stress: formula -4.366 MPa, marched -4.366 MPa
node 3: injected = 0.05 mA, V = 6.000 mV
  stress: formula 5.648 MPa, marched 5.648 MPa
node 4: injected = 0.10 mA, V = 9.000 mV
  stress: formula -34.407 MPa, marched -34.407 MPa
node 5: injected = 0.00 mA, V = 0.000 mV
  stress: formula 85.757 MPa, marched 85.757 MPa
total metal volume = 5.80 um^3
volume mean of V = 3.6853 mV
volume mean of start stress = 36.552 MPa
constant K (V=0 at node 0) = 85.757 MPa
largest node difference, march-formula = 4.5e-03 Pa
K with unequal moduli = 76.551 MPa
peak from zero start, with stub = 49.205 MPa
peak from zero start, no stub = 62.041 MPa
stub volume factor W/(W+v) = 0.7931
chosen stress limit = 200 MPa
current factor reaching the limit = 3.322
slowest tree relaxation, stress-free D = 6.8 h
single line: L = 50 um, j = 4.0e+09 A/m^2, peak = 40.05 MPa
loop flux, charge ratio 1.5 = 41.44 nm^3/s
loop flux, equal charges = 5.6e-13 nm^3/s
K shift, exponential law = 24.88 kPa
K shift, variance formula = 24.87 kPa
```
